\section*{The Euclidean Propagator from the Heat Kernel, with the Two-Dimensional Logarithm}

\section{A point source in three dimensions}

Let a unit amount of heat be released at the origin of three-dimensional space at $s=0$, and let it spread according to $\partial_s K=\nabla^2K$. At distance $r$ the density is
\begin{equation}
K_s(r)=\frac{1}{(4\pi s)^{3/2}}\,e^{-r^2/4s}.
\end{equation}
The diffusion constant is one, so $s$ has the dimension of length squared. Add up the density at a fixed point over all $s$. With $t=r^2/4s$ we have $4\pi s=\pi r^2/t$ and $ds=-r^2dt/4t^2$. The minus sign is absorbed by reversing the limits:
\begin{align}
\int_0^\infty ds\,K_s(r)
&=\int_0^\infty dt\,\frac{r^2}{4t^2}\left(\frac{t}{\pi r^2}\right)^{3/2}e^{-t}\nonumber\\
&=\frac{1}{4\pi^{3/2}r}\int_0^\infty dt\,t^{-1/2}e^{-t}
=\frac{1}{4\pi r}.
\end{align}
The last integral is $\Gamma(1/2)=\sqrt\pi$. The result is the Coulomb form, the solution of $-\nabla^2G=\delta^3(x)$ that vanishes at infinity. A source that emits heat steadily builds up this profile.

In two dimensions the prefactor is $1/(4\pi s)$. At large $s$ the exponential tends to one, and $\int ds/s$ diverges logarithmically. Under a steady source in a plane the density grows without bound at every point, and only differences between points settle. The massless propagator has the same difficulty.

\section{Conventions and the heat kernel}

The algebra uses atomic units, $\hbar=m_e=e=1$. For a free field of mass $m$, put $\kappa=mc$, an inverse length. The Klein--Gordon operator is $c^{-2}\partial_t^2-\nabla^2+\kappa^2$. Setting $t=-i\tau$ gives $\partial_t^2=-\partial_\tau^2$, so with $c\tau$ as an additional coordinate all second derivatives enter with the same sign. In $d$ Euclidean dimensions the propagator $G$ therefore obeys
\begin{equation}
(-\nabla^2+\kappa^2)\,G(x)=\delta^d(x),\qquad r=|x|.
\label{eq:def}
\end{equation}

The heat kernel solves $\partial_sK_s=\nabla^2K_s$ with $K_0=\delta^d$. Each Fourier mode $e^{ip\cdot x}$ decays as $e^{-sp^2}$, so $K_s$ is a product of $d$ one-dimensional integrals. In each of them complete the square:
\begin{equation}
ipx-sp^2=-s\left(p-\frac{ix}{2s}\right)^2-\frac{x^2}{4s}.
\end{equation}
The integrand is analytic and decays at both ends of the strip between the real axis and the shifted line, so the contour may be shifted. Then
\begin{equation}
\int_{-\infty}^{\infty}\frac{dp}{2\pi}\,e^{ipx-sp^2}
=\frac{1}{2\pi}\sqrt{\frac{\pi}{s}}\,e^{-x^2/4s}
=\frac{e^{-x^2/4s}}{\sqrt{4\pi s}},
\end{equation}
and the product of $d$ factors is
\begin{equation}
K_s(r)=(4\pi s)^{-d/2}e^{-r^2/4s}.
\label{eq:heat}
\end{equation}

\section{The proper-time representation}

In momentum space, equation (\ref{eq:def}) gives $1/(p^2+\kappa^2)=\int_0^\infty ds\,e^{-s(p^2+\kappa^2)}$. This suggests
\begin{equation}
G(r)=\int_0^\infty ds\,e^{-\kappa^2s}K_s(r).
\label{eq:proper}
\end{equation}
The variable $s$ is called proper time. For $d\ge2$ the momentum integral of $1/(p^2+\kappa^2)$ does not converge absolutely, so exchanging the two integrals needs care. It is safer to verify (\ref{eq:proper}) directly.

Take $\kappa>0$ and a smooth, rapidly decreasing test function $f$. Define
\begin{equation}
F(s)=\int d^dx\,K_sf
=\pi^{-d/2}\int d^dy\,e^{-y^2}f(2\sqrt s\,y),
\end{equation}
where $x=2\sqrt s\,y$. The second form shows that $F(s)\to f(0)$ as $s\to0$. The heat equation and two integrations by parts give
\begin{equation}
F'(s)=\int d^dx\,(\nabla^2K_s)f=\int d^dx\,K_s\nabla^2f .
\end{equation}
Since $K_s$ is positive with unit integral, $\int d^dx\,G=\int_0^\infty ds\,e^{-\kappa^2s}=1/\kappa^2$ is finite. The integrals over $x$ and $s$ may then be exchanged:
\begin{align}
\int d^dx\,G(-\nabla^2+\kappa^2)f
&=\int_0^\infty ds\,e^{-\kappa^2s}\left[-F'(s)+\kappa^2F(s)\right]\nonumber\\
&=-\int_0^\infty ds\,\frac{d}{ds}\left[e^{-\kappa^2s}F(s)\right]
=f(0).
\label{eq:proof}
\end{align}
This is the meaning of (\ref{eq:def}). The delta function comes from the end point $s=0$.

The solution is unique among functions of at most polynomial growth. The Fourier transform $\hat h$ of the difference of two solutions obeys $(p^2+\kappa^2)\hat h=0$. The bracket has no zero, so $\hat h=0$.

\section{The massive propagator}

The modified Bessel function may be defined by
\begin{equation}
K_\nu(z)=\frac12\left(\frac z2\right)^\nu\int_0^\infty dt\,t^{-\nu-1}e^{-t-z^2/4t}.
\end{equation}
It carries an order $\nu$ and is not the heat kernel $K_s$. Put $t=\kappa^2s$, $z=\kappa r$ and $\nu=d/2-1$ in (\ref{eq:proper}):
\begin{align}
G(r)&=\frac{\kappa^{d-2}}{(4\pi)^{d/2}}\int_0^\infty dt\,t^{-d/2}e^{-t-z^2/4t}
=\frac{2\kappa^{2\nu}}{(4\pi)^{d/2}}\left(\frac{2}{\kappa r}\right)^\nu K_\nu(\kappa r)\nonumber\\
&=\frac{1}{(2\pi)^{d/2}}\left(\frac{\kappa}{r}\right)^{d/2-1}K_{d/2-1}(\kappa r).
\end{align}
The powers of two combine as $1-d+(d/2-1)=-d/2$.

\section{Zero mass above two dimensions}

As $\kappa$ decreases to zero, $e^{-\kappa^2s}$ increases to one at every $s$. The integrand is positive, so by monotone convergence the limit may be taken inside the integral, whether the result is finite or not. The substitution $t=r^2/4s$ then gives
\begin{align}
G(r)&=\int_0^\infty dt\,\frac{r^2}{4t^2}\left(\frac{t}{\pi r^2}\right)^{d/2}e^{-t}\nonumber\\
&=\frac{1}{4\pi^{d/2}r^{d-2}}\int_0^\infty dt\,t^{d/2-2}e^{-t}.
\end{align}
Near $t=0$, which is the large-$s$ end, the integral converges if $d/2-2>-1$. Hence
\begin{equation}
G(r)=\frac{\Gamma(d/2-1)}{4\pi^{d/2}r^{d-2}},\qquad d>2.
\label{eq:main}
\end{equation}
At $d=4$ this is $1/(4\pi^2r^2)$.

The argument of (\ref{eq:proof}) also works at $\kappa=0$. The upper end now gives $F(\infty)$, which vanishes because $|F(s)|\le(4\pi s)^{-d/2}\int d^dx\,|f|$. The exchange of integrals is allowed because $r^{2-d}$ is integrable at the origin and $\nabla^2f$ decreases rapidly. The difference of two solutions of polynomial growth now obeys $p^2\hat h=0$. It is supported at $p=0$, so $h$ is a polynomial. Requiring $G$ to vanish at infinity removes it.

The normalization can be read as a flux. Integrate $-\nabla^2G=\delta^d$ over a ball of radius $r$, whose surface is $2\pi^{d/2}r^{d-1}/\Gamma(d/2)$:
\begin{equation}
-\frac{2\pi^{d/2}r^{d-1}}{\Gamma(d/2)}\,\frac{dG}{dr}=1.
\label{eq:flux}
\end{equation}
Equation (\ref{eq:main}) satisfies this because $(d/2-1)\Gamma(d/2-1)=\Gamma(d/2)$.

\subsection*{Where the weight lies}

If the integral is stopped at $s=S$, the variable $t$ runs from $r^2/4S$ upwards. The share of $G$ that comes from $s<S$ is therefore
\begin{equation}
\frac{1}{\Gamma(d/2-1)}\int_{r^2/4S}^\infty dt\,t^{d/2-2}e^{-t}.
\end{equation}
For $S=r^2$ the lower limit is $1/4$. At $d=4$ the share is $e^{-1/4}=0.779$. Numerical quadrature gives $0.480$ at $d=3$ and $0.052$ at $d=2.1$. As $d\to2$ the numerator stays finite while $\Gamma(d/2-1)$ diverges, so the share tends to zero. The weight moves to proper times much larger than $r^2$.

\section{Removing one dimension}

The kernel (\ref{eq:heat}) is a product over coordinates, and each factor has unit integral. Integrating over one coordinate $z$ thus turns the $d$-dimensional kernel into the one for $d-1$ dimensions. The propagators inherit this property wherever the integrals converge. For example,
\begin{equation}
\int_{-\infty}^{\infty}\frac{dz}{4\pi^2(r^2+z^2)}
=\frac{1}{4\pi^2}\,\frac{\pi}{r}=\frac{1}{4\pi r}.
\end{equation}
If $z=c\tau$, this is the passage from the four-dimensional massless propagator to the static Coulomb form.

One further step describes a line of point sources in space. With a mass it gives the two-dimensional propagator. Without a mass the integrand falls only as $1/|z|$, and the sum over distant sources diverges.

\section{Two dimensions}

\subsection*{A mass as regulator}

At $d=2$ and $\kappa>0$,
\begin{equation}
G(r)=\frac1{4\pi}\int_0^\infty\frac{ds}{s}\,e^{-\kappa^2s-r^2/4s}.
\end{equation}
The map $s\to r^2/(4\kappa^2s)$ exchanges the two terms in the exponent and preserves the measure $ds/s$. It interchanges the regions below and above $s=r/2\kappa$, which therefore contribute equally. Keep twice the upper region and put $u=\kappa^2s$, $z=\kappa r$:
\begin{equation}
2\pi G=\int_{z/2}^\infty\frac{du}{u}\,e^{-u-z^2/4u}=E_1(z/2)-\delta,
\end{equation}
where $E_1(a)=\int_a^\infty du\,e^{-u}/u$. Since $0\le1-e^{-y}\le y$ for $y\ge0$,
\begin{equation}
0\le\delta=\int_{z/2}^\infty\frac{du}{u}\,e^{-u}\left(1-e^{-z^2/4u}\right)
\le\int_{z/2}^\infty du\,\frac{z^2}{4u^2}=\frac z2 .
\end{equation}

For $E_1$ at small argument, integrate by parts:
\begin{equation}
E_1(a)=-e^{-a}\ln a+\int_a^\infty du\,e^{-u}\ln u .
\end{equation}
As $a\to0$ the last integral tends to $\Gamma'(1)=-\gamma$, where $\gamma$ is Euler's constant, so $E_1(a)+\ln a\to-\gamma$. The derivative of $E_1(a)+\ln a$ is $(1-e^{-a})/a$, which lies between zero and one. Therefore
\begin{equation}
E_1(a)=-\ln a-\gamma+\eta(a),\qquad 0\le\eta(a)\le a .
\label{eq:e1}
\end{equation}
Combining the two estimates,
\begin{equation}
G(r)=\frac1{2\pi}\left[\ln\frac{2}{\kappa r}-\gamma+\epsilon\right],
\qquad|\epsilon|\le\frac{\kappa r}{2}.
\label{eq:mass2}
\end{equation}
At fixed $r$ this grows without bound as $\kappa\to0$. The divergent part does not depend on $r$, so it cancels in a difference:
\begin{equation}
\lim_{\kappa\to0}\left[G(r)-G(r_0)\right]=-\frac1{2\pi}\ln\frac r{r_0}.
\label{eq:log}
\end{equation}

\subsection*{A proper-time cutoff}

Now set the mass to zero and stop at $s=S$. With $t=r^2/4s$,
\begin{equation}
G_S(r)=\frac1{4\pi}\int_{r^2/4S}^\infty\frac{dt}{t}\,e^{-t}
=\frac1{4\pi}E_1\!\left(\frac{r^2}{4S}\right)
\simeq\frac1{4\pi}\left[\ln\frac{4S}{r^2}-\gamma\right]
\end{equation}
for $S\gg r^2$. The difference between two distances again tends to (\ref{eq:log}). The constants of the two regulators agree if $\ln S-\gamma=-\ln\kappa^2-2\gamma$, that is, if $S=e^{-\gamma}/\kappa^2$.

This cutoff also shows that the logarithm has the correct source. As in (\ref{eq:proof}), $\int d^2x\,G_S(-\nabla^2f)=f(0)-F(S)$, which tends to $f(0)$. Subtracting the constant $G_S(r_0)$ changes nothing, because $\int d^2x\,\nabla^2f=0$. By (\ref{eq:e1}), $G_S(r)-G_S(r_0)$ differs from the logarithm by at most $(r^2+r_0^2)/(16\pi S)$. Integrated against the rapidly decreasing $\nabla^2f$, this error vanishes as $S\to\infty$. Hence
\begin{equation}
-\nabla^2\left[-\frac1{2\pi}\ln\frac r{r_0}\right]=\delta^2(x).
\end{equation}

No choice of constant makes the solution vanish at infinity. Any other solution differs from the logarithm by a function that is harmonic in the whole plane. The average of such a function over a circle about the origin equals its value at the origin, whatever the radius. The circle average of every solution is thus $-(1/2\pi)\ln r$ plus a constant, and this is unbounded.

\subsection*{The same divergence in momentum space}

The angular average of $e^{ip\cdot x}$ in the plane is the Bessel function $J_0(pr)$, so formally
\begin{equation}
G(r)=\int\frac{d^2p}{(2\pi)^2}\,\frac{e^{ip\cdot x}}{p^2}
=\frac1{2\pi}\int_0^\infty\frac{dp}{p}\,J_0(pr).
\end{equation}
For $pr\ll1$, $J_0\simeq1$, and every decade of $p$ contributes $(\ln10)/2\pi$. The divergence lies at small momentum, which is why it is called infrared. Since $J_0(y)=1-y^2/4+\dots$, subtraction at $r_0$ replaces $1/p$ by $(r_0^2-r^2)p/4$ near $p=0$, and the divergence is gone. The factor $e^{-sp^2}$ links the two pictures: momentum $p$ survives up to $s\sim1/p^2$. Raising $S$ by a factor of 100 adds $(\ln100)/4\pi=(\ln10)/2\pi$, the same as one decade of momentum.

\section{Continuing the formula in the dimension}

Equation (\ref{eq:main}) can be continued to $d=2+\varepsilon$. Let $r$ be measured in a fixed length unit, so that $r^{-\varepsilon}$ may be expanded. With $\Gamma(\varepsilon/2)=2/\varepsilon-\gamma+O(\varepsilon)$,
\begin{align}
G&=\frac1{4\pi}\left[\frac2\varepsilon-\gamma\right]
\left[1-\frac\varepsilon2\ln\pi-\varepsilon\ln r\right]+O(\varepsilon)\nonumber\\
&=\frac1{2\pi\varepsilon}-\frac{\gamma+\ln\pi+2\ln r}{4\pi}+O(\varepsilon).
\end{align}
The pole plays the part of $\ln(1/\kappa)$ in (\ref{eq:mass2}), and the dependence on $r$ is the same.

At $d=1$ the proper-time integral diverges more strongly, as $\int ds\,s^{-1/2}$. The continued formula is nevertheless finite: $\Gamma(-1/2)=-2\sqrt\pi$ gives $G=-r/2$. To interpret it, take the massive solution $e^{-\kappa r}/2\kappa$, which decays and whose slope jumps by $-1$ at the origin. For small $\kappa r$,
\begin{equation}
\frac{e^{-\kappa r}}{2\kappa}=\frac1{2\kappa}-\frac r2+O(\kappa r^2).
\end{equation}
The continuation has dropped the divergent constant $1/2\kappa$. What remains has the correct source, but it is negative and is not the value of the positive integral (\ref{eq:proper}).

\section{Numbers: two charged lines}

In atomic units a static charge density $\rho$ produces the potential $\phi$ with $-\nabla^2\phi=4\pi\rho$, so two unit charges interact with energy $4\pi G$ at $d=3$. In ordinary units this is multiplied by $e^2/4\pi\epsilon_0=14.39965$ eV\,\AA. At 2 \AA, $G=0.039789$ \AA$^{-1}$, and the energy is $4\pi\times14.39965\times0.039789=7.200$ eV.

Now take two fixed, parallel, infinite lines in vacuum, each with charge density $\lambda=0.1$ elementary charges per \AA. The energy per length is $w(r)=4\pi\lambda^2G(r)$ with the two-dimensional propagator, or
\begin{equation}
w(r)=2\lambda^2\,[2\pi G(r)],\qquad
2\lambda^2\to2\times0.01\times14.39965=0.28799\ \text{eV/\AA}.
\end{equation}
As regulator, give the photon a fictitious rest energy $\mu$. Then $1/\kappa=\hbar c/\mu$ with $\hbar c=1973.27$ eV\,\AA. Gauss--Legendre quadrature of the proper-time integral in the variable $\ln s$ gives, in eV/\AA:

\begin{center}
\begin{tabular}{cccc}
$\mu$ (eV) & $w(2\,\text{\AA})$ & $w(10\,\text{\AA})$ & difference\\
$1$ & 2.018898 & 1.555402 & 0.463495\\
$10^{-3}$ & 4.008282 & 3.544775 & 0.463507\\
$10^{-6}$ & 5.997666 & 5.534159 & 0.463507
\end{tabular}
\end{center}

The first entry can be followed by hand. Equation (\ref{eq:mass2}) with $2/\kappa r=1973.27$ gives $0.28799\times(7.5874-0.5772)=2.0189$ eV/\AA. Lowering $\mu$ by a factor of 1000 adds $0.28799\times\ln1000=1.9894$ eV/\AA, as the last two rows show. The energy itself therefore has no limit. The difference does have one:
\begin{equation}
w(2\,\text{\AA})-w(10\,\text{\AA})\to2\lambda^2\ln5
=0.28799\times1.60944=0.4635\ \text{eV/\AA},
\end{equation}
or 0.009014 hartree/bohr. It is the work per length released when the like-charged lines move apart. At $\mu=1$ eV the difference is low by about $1\times10^{-5}$ eV/\AA. The bound in (\ref{eq:mass2}) allows up to $0.28799\times(2+10)/(2\times1973)=9\times10^{-4}$ eV/\AA.

A finite source line is a regulator that needs no fictitious mass. Let it extend from $-L$ to $L$, and consider the energy per length of the second line opposite its middle. The propagator is replaced by
\begin{equation}
\int_{-L}^{L}\frac{dz}{4\pi\sqrt{r^2+z^2}}
=\frac1{2\pi}\operatorname{arsinh}\frac Lr
=\frac1{2\pi}\left[\ln\frac{2L}{r}+\frac{r^2}{4L^2}+\dots\right].
\end{equation}
The expansion follows from $\operatorname{arsinh}y=\ln(y+\sqrt{1+y^2})$ and $\sqrt{1+y^2}=y+1/2y+\dots$ for large $y$. At $r=2$ \AA\ the energy per length is 1.3263 eV/\AA\ for $L=100$ \AA\ and 2.6525 eV/\AA\ for $L=10^4$ \AA. It again grows with the logarithm of the regulator.

The differences between 2 and 10 \AA\ are 0.462818 and 0.463507 eV/\AA. The shorter line falls below the limit by 0.00069 eV/\AA, or 0.15\% of the limit. The correction term accounts for this: $0.28799\times(10^2-2^2)/(4\times100^2)=0.00069$ eV/\AA. For real wires the length, or the distance to compensating charge, thus sets the constant in the energy. The logarithmic difference needs both separations to be small compared with that length. It also assumes that the charge stays uniform and fixed on thin lines. Conducting wires of radius $a$ polarize each other, which lowers $w$ by about $2\lambda^2a^2/r^2$ for $a\ll r$, so the separations must be large compared with the radius as well. They must also exceed the spacing of the charges if these are discrete. The density used here is one elementary charge per 10 \AA, and two rows of such point charges give a difference of 0.68 eV/\AA\ when aligned and 0.32 eV/\AA\ when staggered, instead of 0.46 eV/\AA. The field of one line is $2\times0.1\times14.4/r$, or 1.4 V/\AA\ at 2 \AA\ and 0.3 V/\AA\ at 10 \AA, far above what a laboratory wire normally sustains. The numbers therefore illustrate the formula for idealized lines. The small error found above applies opposite the middle of the source line. For two equal wires of finite length, the energy per length averaged over the whole wire has a larger correction, of first order in the separation divided by the length, because of the ends.

Numbers in the example were calculated in double precision.
